**Point-dipole zero-field splitting of a dangling-bond pair**

For two spins 1/2 with equal isotropic g, the triplet Hamiltonian is D[(S·n)² − 2/3] with D = −(3/8)g²α²/R³ in atomic units. Here S is the total spin, n the unit vector between the spins, α the fine-structure constant and R their distance in bohr. The program builds the four-state spin Hamiltonian from SI constants and asserts that its diagonalization agrees with this formula at four distances, that the singlet is decoupled, and that the m = 0 level lies highest. It also asserts the line separations 2|D| and |D| for magnetic fields along and across n. At 0.5 nm the output gives D/h = −624.5 MHz. Integrals over STO-3G silicon orbitals reproduce the point value for spherical orbitals. For sp3 hybrids on the axis with nuclei 0.5 nm apart they give −1294 MHz (facing) and −380 MHz (back to back), and the program asserts that the distance between spin centroids describes both better than the distance between nuclei. The remaining printed estimates, for unequal g, spin-orbit coupling, silicon-29 and temperature, rest on rough inputs and are not asserted.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Check in Python

```python
# Result under test: two spins 1/2 with equal isotropic g, a distance r apart
# along the unit vector n, coupled as magnetic point dipoles, have in their
# triplet the Hamiltonian D[(S.n)^2 - 2/3] with
#     D = -(3/8) g^2 alpha^2 / R^3      (atomic units, R = r in bohr),
# so |D|/h is near 620 MHz at r = 0.5 nm.
# S = S1 + S2 is the total spin, alpha the fine-structure constant.
# Energies are divided by h and held in MHz unless a name says otherwise.
import numpy as np
from scipy import constants as const
from pyscf import gto

g = abs(const.physical_constants["electron g factor"][0])
mu_b = const.physical_constants["Bohr magneton"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_mhz = const.physical_constants["Hartree energy"][0] / const.h / 1e6
mhz_ev = const.h * 1e6 / const.e
alpha = const.fine_structure


def d_formula(r_nm):
    """Derived point-dipole result, evaluated through atomic units."""
    return -3 / 8 * g**2 * alpha**2 / (r_nm / bohr_nm)**3 * hartree_mhz


# ---------- four-state spin Hamiltonian from its definition, SI constants
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin1 = np.array([np.kron(p / 2, np.eye(2)) for p in pauli])
spin2 = np.array([np.kron(np.eye(2), p / 2) for p in pauli])
total = spin1 + spin2
s1_dot_s2 = sum(a @ b for a, b in zip(spin1, spin2))
s_squared = sum(a @ a for a in total)
exchange = -1.0e6 * s1_dot_s2      # puts the triplet far below the singlet


def along(vector, spin):
    return np.einsum("i,ijk->jk", vector, spin)


def dipolar(r_nm, n):
    strength = const.mu_0 / (4 * np.pi) * (g * mu_b)**2 / (r_nm * 1e-9)**3
    bracket = s1_dot_s2 - 3 * along(n, spin1) @ along(n, spin2)
    return strength / const.h / 1e6 * bracket


def d_diagonalized(r_nm, n):
    """Signed D and the splitting of the near-degenerate pair."""
    levels = np.linalg.eigvalsh(exchange + dipolar(r_nm, n))[:3]
    shifts = levels - levels.mean()
    single = np.argmax(abs(shifts))
    pair = np.delete(shifts, single)
    return -1.5 * shifts[single], pair[1] - pair[0]


r0 = 0.5
axis = np.array([1.0, 2.0, 2.0]) / 3
h_dip = dipolar(r0, axis)
d_point, pair_gap = d_diagonalized(r0, axis)
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
triplet0 = np.array([0, 1, 1, 0]) / np.sqrt(2)
projector = np.eye(4) - np.outer(singlet, singlet)
s_axis = along(axis, total)

for r in (0.4, 0.5, 0.8, 1.5):
    assert abs(d_diagonalized(r, axis)[0] / d_formula(r) - 1) < 1e-6
assert pair_gap < 1e-6 * abs(d_point)
assert np.allclose(h_dip @ s_squared, s_squared @ h_dip, atol=1e-9)
assert np.linalg.norm(h_dip @ singlet) < 1e-9
effective = d_formula(r0) * (s_axis @ s_axis - 2 / 3 * np.eye(4))
assert np.allclose(projector @ h_dip @ projector,
                   projector @ effective @ projector, atol=1e-3)
energies, states = np.linalg.eigh(exchange + h_dip)
top = states[:, 2]
assert np.linalg.norm(s_axis @ top) < 1e-6   # upper triplet level has m = 0
assert d_point < 0 and abs(abs(d_point) / 620 - 1) < 0.01

# ---------- transition frequencies in a magnetic field
field_t = 0.34
zeeman = g * mu_b * field_t / const.h / 1e6
perpendicular = np.array([0.0, 1.0, -1.0]) / np.sqrt(2)


def line_separation(direction):
    h_all = exchange + h_dip + zeeman * along(direction, total)
    low, mid, high = np.linalg.eigvalsh(h_all)[:3]
    return abs((high - mid) - (mid - low))


sep_parallel = line_separation(axis)
sep_perpendicular = line_separation(perpendicular)
assert abs(sep_parallel / (2 * abs(d_formula(r0))) - 1) < 1e-6
assert abs(sep_perpendicular / abs(d_formula(r0)) - 1) < 1e-6

# ---------- extended orbitals: silicon sp3 hybrids from STO-3G 3s and 3p
shells = gto.basis.load("sto-3g", "Si")
valence = [min((s for s in shells if s[0] == l),
               key=lambda s: max(p[0] for p in s[1:])) for l in (0, 1)]


def orbital_pair(nuclear_nm, lobe_a, lobe_b):
    """Spin-spin D of the triplet of two orbitals on the z axis.
    lobe = +1 or -1: sp3 hybrid pointing along +z or -z; 0: pure s."""
    distance = nuclear_nm / bohr_nm
    mol = gto.M(atom=[["Si", (0, 0, 0)], ["Si", (0, 0, distance)]],
                basis={"Si": valence}, unit="Bohr", verbose=0)
    a, b = np.zeros(8), np.zeros(8)
    a[0], a[3] = (0.5 if lobe_a else 1.0), lobe_a * np.sqrt(0.75)
    b[4], b[7] = (0.5 if lobe_b else 1.0), lobe_b * np.sqrt(0.75)
    metric = mol.intor("int1e_ovlp")
    assert abs(a @ metric @ a - 1) < 1e-6
    overlap = a @ metric @ b
    kernel = mol.intor("int2e_ip1ip2", comp=9)[[0, 4, 8]]

    def second_derivatives(density1, density2):
        # integration by parts moves both derivatives onto the densities
        return -4 * np.einsum("xpqrs,pq,rs->x", kernel, density1, density2)

    mixed = (np.outer(a, b) + np.outer(b, a)) / 2
    direct = second_derivatives(np.outer(a, a), np.outer(b, b))
    swapped = second_derivatives(mixed, mixed)
    tensor = (direct - swapped) / (1 - overlap**2)
    tensor = tensor - tensor.mean()
    d_value = -3 / 16 * g**2 * alpha**2 * tensor[2] * hartree_mhz
    position = mol.intor("int1e_r", comp=3)[2]
    centre = a @ position @ a
    second = mol.intor("int1e_rr", comp=9)[[0, 4, 8]]
    xx, yy, zz = [a @ m @ a for m in second]
    quadrupole = (2 * zz - xx - yy) / 2 - centre**2
    return d_value, overlap, centre * bohr_nm, quadrupole


d_sphere = orbital_pair(r0, 0, 0)[0]
assert abs(d_sphere / d_formula(r0) - 1) < 2e-3
d_face, overlap_face, shift_nm, quadrupole = orbital_pair(r0, 1, -1)
d_back = orbital_pair(r0, -1, 1)[0]
assert shift_nm > 0
assert abs(d_face) > abs(d_point) > abs(d_back)
r_face, r_back = r0 - 2 * shift_nm, r0 + 2 * shift_nm
for value, r_centroid in ((d_face, r_face), (d_back, r_back)):
    assert (abs(value / d_formula(r_centroid) - 1)
            < abs(value / d_formula(r0) - 1))
d_face_fixed = orbital_pair(r0 + 2 * shift_nm, 1, -1)[0]
d_back_fixed = orbital_pair(r0 - 2 * shift_nm, -1, 1)[0]
d_same_fixed = orbital_pair(r0, 1, 1)[0]
far_nm = 10.0
excess = orbital_pair(far_nm, 1, 1)[0] / d_formula(far_nm) - 1
predicted_excess = 12 * quadrupole / (far_nm / bohr_nm)**2
assert abs(excess / predicted_excess - 1) < 0.03

# ---------- other neglected effects, from rough typical inputs
delta_g = 0.005
g_term = delta_g * mu_b * field_t / const.h / 1e6 / 2 * (spin1[2] - spin2[2])
g_mixing = abs(singlet @ g_term @ triplet0)
j_one_percent = 0.01 * abs(d_point) * mhz_ev / (delta_g / g)**2
hyperfine, abundance = 1200.0, 0.047
fraction_si29 = 1 - (1 - abundance)**2
up_up = np.array([1, 0, 0, 0])
projection = (up_up @ spin1[2] @ up_up - triplet0 @ spin1[2] @ triplet0).real
temperature = 300.0
kt_ev = const.k * temperature / const.e
ratio_kt = abs(d_point) * mhz_ev / kt_ev
weights = np.exp(-(energies[:3] - energies[0]) * mhz_ev / kt_ev)
populations = weights / weights.sum()

print(f"electron g factor: {g:.6f}")
print(f"fine-structure constant: {alpha:.8f}")
print(f"Bohr radius: {bohr_nm:.8f} nm")
print(f"Hartree energy over h: {hartree_mhz:.6e} MHz")
print(f"spin separation r: {r0:.2f} nm")
print(f"separation R in atomic units: {r0 / bohr_nm:.4f} bohr")
print(f"dipolar strength, D/(-3/2): {-d_point / 1.5:.2f} MHz")
print(f"constant |D| r^3: {abs(d_point) * r0**3:.3f} MHz nm^3")
print(f"D from diagonalization: {d_point:.2f} MHz")
print(f"D from the formula: {d_formula(r0):.2f} MHz")
print(f"|D| as an energy: {abs(d_point) * mhz_ev:.4e} eV")
print(f"m=+1,-1 levels, D/3: {d_point / 3:.2f} MHz")
print(f"m=0 level, -2D/3: {-2 * d_point / 3:.2f} MHz")
print(f"magnetic field of the readout: {field_t:.2f} T")
print(f"line separation, field along n: {sep_parallel:.2f} MHz")
print(f"line separation, field across n: {sep_perpendicular:.2f} MHz")
print(f"D at 0.45 nm: {d_diagonalized(0.45, axis)[0]:.1f} MHz")
print(f"D at 0.55 nm: {d_diagonalized(0.55, axis)[0]:.1f} MHz")
print(f"D, two spherical 3s orbitals at 0.5 nm: {d_sphere:.2f} MHz")
print(f"sp3 centroid shift from nucleus: {shift_nm:.4f} nm")
print(f"sp3 quadrupole about centroid: {quadrupole:.4f} bohr^2")
print(f"overlap, facing sp3, nuclei 0.5 nm: {overlap_face:.2e}")
print(f"centroid distance, facing, nuclei 0.5 nm: {r_face:.4f} nm")
print(f"D, facing, nuclei 0.5 nm: {d_face:.1f} MHz")
print(f"point D at that centroid distance: {d_formula(r_face):.1f} MHz")
print(f"centroid distance, back to back, same nuclei: {r_back:.4f} nm")
print(f"D, back to back, nuclei 0.5 nm: {d_back:.1f} MHz")
print(f"point D at that centroid distance: {d_formula(r_back):.1f} MHz")
print(f"D, facing, centroids 0.5 nm: {d_face_fixed:.1f} MHz")
print(f"D, back to back, centroids 0.5 nm: {d_back_fixed:.1f} MHz")
print(f"D, same direction, centroids 0.5 nm: {d_same_fixed:.1f} MHz")
print(f"shape excess at 10 nm, integrals: {excess:.3e}")
print(f"shape excess at 10 nm, quadrupole rule: {predicted_excess:.3e}")
print(f"rough g difference (input): {delta_g:.3f}")
print(f"singlet-triplet element from it: {g_mixing:.2f} MHz")
print(f"|J| for 1% spin-orbit share, rough: {j_one_percent:.2e} eV")
print(f"rough Si-29 hyperfine coupling (input): {hyperfine:.0f} MHz")
print(f"rough Si-29 abundance (input): {100 * abundance:.1f} %")
print(f"pairs with at least one Si-29: {100 * fraction_si29:.1f} %")
print(f"hyperfine line splitting in triplet: {hyperfine * projection:.0f} MHz")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kt_ev:.5f} eV")
print(f"|D|/kT: {ratio_kt:.3e}")
print(f"population, one m=+1,-1 level minus m=0: "
      f"{populations[0] - populations[2]:.3e}")
print("every check passed")
```

Printed output:

```
electron g factor: 2.002319
fine-structure constant: 0.00729735
Bohr radius: 0.05291772 nm
Hartree energy over h: 6.579684e+09 MHz
spin separation r: 0.50 nm
separation R in atomic units: 9.4486 bohr
dipolar strength, D/(-3/2): 416.33 MHz
constant |D| r^3: 78.062 MHz nm^3
D from diagonalization: -624.49 MHz
D from the formula: -624.49 MHz
|D| as an energy: 2.5827e-06 eV
m=+1,-1 levels, D/3: -208.16 MHz
m=0 level, -2D/3: 416.33 MHz
magnetic field of the readout: 0.34 T
line separation, field along n: 1248.98 MHz
line separation, field across n: 624.49 MHz
D at 0.45 nm: -856.6 MHz
D at 0.55 nm: -469.2 MHz
D, two spherical 3s orbitals at 0.5 nm: -624.48 MHz
sp3 centroid shift from nucleus: 0.0529 nm
sp3 quadrupole about centroid: 0.3736 bohr^2
overlap, facing sp3, nuclei 0.5 nm: 3.01e-03
centroid distance, facing, nuclei 0.5 nm: 0.3942 nm
D, facing, nuclei 0.5 nm: -1294.1 MHz
point D at that centroid distance: -1274.4 MHz
centroid distance, back to back, same nuclei: 0.6058 nm
D, back to back, nuclei 0.5 nm: -379.5 MHz
point D at that centroid distance: -351.1 MHz
D, facing, centroids 0.5 nm: -634.1 MHz
D, back to back, centroids 0.5 nm: -715.2 MHz
D, same direction, centroids 0.5 nm: -669.1 MHz
shape excess at 10 nm, integrals: 1.257e-04
shape excess at 10 nm, quadrupole rule: 1.255e-04
rough g difference (input): 0.005
singlet-triplet element from it: 11.90 MHz
|J| for 1% spin-orbit share, rough: 4.14e-03 eV
rough Si-29 hyperfine coupling (input): 1200 MHz
rough Si-29 abundance (input): 4.7 %
pairs with at least one Si-29: 9.2 %
hyperfine line splitting in triplet: 600 MHz
temperature: 300 K
thermal energy kT: 0.02585 eV
|D|/kT: 9.990e-05
population, one m=+1,-1 level minus m=0: 3.330e-05
every check passed
```
